# Distances and angles around an atom can miss its environment

Suppose a model for screening gallium precursors predicts a property of the metal atom from the distances and angles of its neighbours, and its error has stopped falling. One may refine the descriptor with more radial functions and finer angular resolution, or change the kind of information it carries. If distances and angles identify the environment, the first choice can work. If they do not, some of the error may survive any refinement.

## The belief and where it holds

Put the central atom at the origin and $N$ neighbours of one element at $\mathbf r_i$, with $r_i=|\mathbf r_i|$. The three-body fingerprint is the list, without labels and with repetitions kept, of

$$(r_i,\,r_j,\,\theta_{ij}),\qquad i<j ,$$

where $\theta_{ij}$ is the angle at the central atom. Two environments are equivalent if a rotation or reflection about the origin, with a relabelling of neighbours, turns one into the other. The belief is that equal fingerprints imply equivalent environments.

There is a good reason to think so. If we knew which neighbours each angle belonged to, we would know every scalar product $\mathbf r_i\cdot\mathbf r_j=r_ir_j\cos\theta_{ij}$. These fix the length of every combination $\sum_i a_i\mathbf r_i$, so two sets of vectors with the same products are related by a length-preserving linear map, that is, a rotation or reflection.

For three neighbours the missing labels do no harm:

- If the distances all differ, they label the angles.
- If two are equal, only the two angles to the third neighbour can be exchanged, and exchanging the equal neighbours does the same.
- If all are equal, each angle can be named by the neighbour it leaves out, so any permutation of angles is a permutation of neighbours.

Four neighbours have six angles. At equal distances there are $6!=720$ ways to assign distinct angles to pairs, but only $4!=24$ relabellings. This count leaves room for failure without proving it, since most assignments fit no arrangement in space. A construction is needed.

## Two environments with one fingerprint

Place two neighbours opposite each other at $\pm R\hat{\mathbf u}$. Place $\mathbf p$ at distance $s$ and polar angle $\alpha$ from $\hat{\mathbf u}$, and $\mathbf q$ at distance $t$, polar angle $\beta$ and azimuth $\phi$ relative to $\mathbf p$. Take $\sin\alpha\sin\beta\neq0$. This is environment A.

The opposite pair sees $\mathbf q$ at the angles $\beta$ and $180^\circ-\beta$. For environment B, keep the other three neighbours and give $\mathbf q$ the polar angle $180^\circ-\beta$ at the same distance $t$. The two angles change places. Both belong to the distances $(R,t)$, so the list does not notice.

Only the angle $\gamma$ between $\mathbf p$ and $\mathbf q$ could still reveal the move. In A,

$$\cos\gamma=\cos\alpha\cos\beta+\sin\alpha\sin\beta\cos\phi .$$

In B the cosine of the polar angle changes sign, its sine does not, and the azimuth is a new angle $\phi'$:

$$\cos\gamma'=-\cos\alpha\cos\beta+\sin\alpha\sin\beta\cos\phi' .$$

Setting $\cos\gamma'=\cos\gamma$ and dividing by $\sin\alpha\sin\beta$ gives

$$\cos\phi'=\cos\phi+2\cot\alpha\cot\beta .$$

Whenever the right side lies between $-1$ and $1$, B exists and has the fingerprint of A.

To show that A and B really differ, use a quantity unchanged by rotation, reflection and relabelling:

$$M=\sum_i(\mathbf r_i\cdot\mathbf S)^2,\qquad \mathbf S=\sum_j\mathbf r_j .$$

The opposite pair cancels in the sum, so $\mathbf S=\mathbf p+\mathbf q$. The terms of $M$ from $\mathbf p$ and $\mathbf q$ are $(s^2+st\cos\gamma)^2$ and $(t^2+st\cos\gamma)^2$, the same in A and B. Each member of the opposite pair contributes $R^2(s\cos\alpha+t\cos\beta)^2$ in A and $R^2(s\cos\alpha-t\cos\beta)^2$ in B. One such difference is $4R^2st\cos\alpha\cos\beta$, and there are two:

$$M_A-M_B=8R^2st\cos\alpha\cos\beta .$$

The environments are therefore inequivalent if $\cos\alpha\cos\beta\neq0$. In the excluded limit $\phi'=\phi$. If $\beta=90^\circ$, $\mathbf q$ has not moved; if $\alpha=90^\circ$, B is the reflection of A in the plane perpendicular to $\hat{\mathbf u}$.

A planar case can be checked by eye. Take all distances equal to $R$, $\alpha=\beta=45^\circ$ and $\phi=180^\circ$, so that $\cos\phi'=-1+2=1$. On a circle, A has neighbours at $0^\circ,45^\circ,180^\circ,315^\circ$, and B at $0^\circ,45^\circ,135^\circ,180^\circ$. Both give the angles $45^\circ,45^\circ,90^\circ,135^\circ,135^\circ,180^\circ$. Yet the gaps around the circle are $45,135,135,45$ degrees in A and $45,90,45,180$ degrees in B.

This family has six parameters, $R,s,t,\alpha,\beta,\phi$, whereas four neighbours have $12-3=9$ internal coordinates. Within this family an exact coincidence thus needs special geometry. Near coincidences need only geometry close to it: by continuity, small displacements of A and B leave smooth descriptors nearly equal while the environments remain far apart.

## Why finer resolution does not help

A common descriptor expands a smoothed neighbour density in radial functions and spherical harmonics, with coefficients $c_{nlm}=\sum_i g_{nl}(r_i)Y_{lm}^*(\hat{\mathbf r}_i)$, where $g_{nl}$ is real. Its power spectrum is

$$p_{nn'l}=\sum_m c_{nlm}c_{n'lm}^*
=\frac{2l+1}{4\pi}\sum_{i,j}g_{nl}(r_i)\,g_{n'l}(r_j)\,P_l(\cos\theta_{ij}),$$

by the addition theorem. Terms with $i=j$ need only distances, which the fingerprint contains; the rest need only its triples. Every channel agrees for A and B, whatever the radial functions and however large $l$ becomes. A nonlinear model fed with these numbers still receives one input for two environments.

For a numerical case take $R=0.25$ nm, $s=0.24$ nm, $t=0.26$ nm, $\alpha=\beta=60^\circ$ and $\phi=120^\circ$. Since $\cot^2 60^\circ=1/3$,

$$\cos\phi'=-\tfrac12+\tfrac23=\tfrac16,\qquad \phi'=80.4^\circ .$$

In both environments $\cos\gamma=\tfrac14-\tfrac38=-\tfrac18$, or $\gamma=97.2^\circ$. The invariant differs by $8(0.25)^2(0.24)(0.26)/4=0.0078\ \text{nm}^4$. With the central atom fixed, the best superposition over all relabellings, rotations and reflections leaves an rms distance of 0.109 nm.

The power spectrum was computed for $l=0$ to 8 with four radial functions $\exp[-((r-r_n)/0.02\ \text{nm})^2]$, $r_n=0.22,0.24,0.26,0.28$ nm. Relative to its norm in A, it differs between A and B by $3\times10^{-16}$, which is rounding error. If $\mathbf q$ in B is instead left at azimuth $120^\circ$, the difference is 0.15, so the descriptor does respond to an ordinary change of shape.

## What the central atom feels

The coincidence would be harmless if physical properties shared it. Consider a Ga⁺ ion, a closed-shell and hence spherical ion, with a point charge $Q$ at each neighbour position. Expand its energy in $Q$. The term of order $n$ is a sum over $n$ charges at a time,

$$E^{(n)}=Q^n\sum_{i_1\ldots i_n}W_n(\mathbf r_{i_1},\ldots,\mathbf r_{i_n}),$$

and each $W_n$ is unchanged by rotations and reflections because the free ion is. First order needs distances, and second order needs pairs with their angle. Both agree in A and B. Third order can involve three different neighbours, so the gap $\Delta E=E_A-E_B$ can begin at $Q^3$. The direct repulsion among the charges cancels in $\Delta E$, because the fingerprint also fixes the list of neighbour separations.

At long range the leading third-order term can be written down. Let $\mathbf F$ be the electric field at the ion and $G_{ab}=\partial_aF_b$ its gradient. Three uniform fields give nothing by inversion symmetry, so the leading term is $k\,\mathbf F\cdot G\cdot\mathbf F$, with $k$ a property of the ion. In atomic units, with hats for unit vectors, the opposite charges cancel in the field:

$$\mathbf F=-Q\,\mathbf f,\quad \mathbf f=\frac{\hat{\mathbf p}}{s^2}+\frac{\hat{\mathbf q}}{t^2},\qquad
\mathbf F\cdot G\cdot\mathbf F=-Q^3\sum_j\frac{3(\hat{\mathbf r}_j\cdot\mathbf f)^2-f^2}{r_j^3}.$$

As with $M$, only the opposite pair distinguishes A from B. For each member $(\hat{\mathbf r}_j\cdot\mathbf f)^2$ differs by $4\cos\alpha\cos\beta/(s^2t^2)$. The factor 3 and the two members give

$$\Delta E\simeq-\frac{24\,k\,Q^3\cos\alpha\cos\beta}{R^3s^2t^2}.$$

Hartree–Fock calculations in the def2-TZVP basis, with a weak uniform field and field gradient, give $k=148$ atomic units. This value is not converged with the basis: def2-QZVP gives 137, and aug-cc-pVTZ or def2-QZVP with added diffuse shells gives 144. All comparisons below use def2-TZVP on both sides. With all distances multiplied by 8 and $Q=+5\,e$, the formula gives $-0.0275$ meV for the part of $\Delta E$ odd in $Q$; direct calculation with the charges gives $-0.0274$ meV. The basis functions sit only on the ion, which keeps its electrons from moving to the strongly attractive charges; the test concerns the ion's response, not the true ground state of ion and charges.

At the original distances the odd part is $-0.0296$ meV for $Q=+0.05\,e$ and $-0.2366$ meV for $+0.1\,e$, a factor of 8.00. The even part grows as the fourth power. There is thus no sign of a first- or second-order difference.

The long-range formula is not accurate this close. Scaling its value by $8^7(0.1/5)^3=16.8$ predicts $-0.461$ meV at $0.1\,e$, about twice the direct result. Since the cubic law holds well there, the discrepancy comes from the short distance, through higher multipoles and penetration of the charges into the electron cloud, which were not separated.

For $Q=-0.5\,e$ the gap is 27.8 meV. The cubic term, scaled from $+0.1\,e$ and reversed in sign because $Q$ is now negative, supplies $0.2366\times125=29.6$ meV, and the quartic term $-0.00255\times625=-1.6$ meV.

A model that reads only the central fingerprint must return one value $y$ for both environments. Because $|y-E_A|+|y-E_B|\ge|\Delta E|$, at least one error is 13.9 meV or more for this model energy. More training data cannot lower that bound.

## How far this reaches real precursors

The distances are in the rough range of gallium–ligand distances, but this is not a particular precursor. Common metal-organic gallium precursors contain Ga(III) with covalent bonds, often nearer 0.2 nm, and the closest ligands here, 0.245 nm apart, are too crowded for ligands as large as chloride. At fixed geometry, second-order perturbation theory (MP2) changes the gap by $-5.6$ meV in def2-TZVP ($-3.9$ to $-5.7$ meV across bases, and $-7.3$ meV with CCSD(T) in def2-TZVP). The larger def2-QZVP basis lowers the Hartree–Fock value to 24.0 meV, and bases with diffuse functions lower it to 22–23 meV. The gap of 27.8 meV, and the error bound of half that size, are therefore not converged with respect to the basis.

Ligand polarization matters more. With an assumed polarizability of 0.003 nm³ per ligand, the ion treated as a unit charge and mutual induction neglected, it adds $-24.1$ meV and nearly cancels the gap. That near-cancellation is not robust. The term is proportional to the chosen polarizability, and it leaves out the coupling between the ligand dipoles and the dipole induced on the ion: in a self-consistent point-dipole model with an ion polarizability of 19 atomic units it becomes about $+8$ meV. The sign of a total-energy gap is therefore not established here. The free ion also has 0.04 to 0.05 electrons, depending on the basis, beyond 0.24 nm, a sign that overlap is present; its effect on the gap, and that of bonding, was not calculated. For scale, $k_BT$ at 300 K is 25.9 meV.

The geometrical result needs none of these approximations. It concerns descriptors centred on one atom, and the ligands' own surroundings do differ: in A the ligand at $+R\hat{\mathbf u}$ has two others within 0.26 nm, while in B no ligand has more than one. A model that also reads ligand-centred descriptors can separate this pair. So can a central descriptor that correlates three neighbours at once, as $M$ does. Neither remedy is shown here to separate every possible pair. But if the stalled error comes from environments like A and B, one of these changes is worth trying before a finer grid of distances and angles. The coordinates and energy differences are in the numerical output below.

## Computed results

```
R, s, t = 0.25, 0.24, 0.26 nm
alpha, beta, phi = 60.0, 60.0, 120.0 deg
cos phi' = 0.16667, phi' = 80.406 deg
A +u x,y,z = 0.00000, 0.00000, 0.25000 nm
A -u x,y,z = 0.00000, 0.00000, -0.25000 nm
A p  x,y,z = 0.20785, 0.00000, 0.12000 nm
A q  x,y,z = -0.11258, 0.19500, 0.13000 nm
B +u x,y,z = 0.00000, 0.00000, 0.25000 nm
B -u x,y,z = 0.00000, 0.00000, -0.25000 nm
B p  x,y,z = 0.20785, 0.00000, 0.12000 nm
B q  x,y,z = 0.03753, 0.22202, -0.13000 nm
pair +u,-u: angle A 180.000, B 180.000 deg; separation A 0.5000, B 0.5000 nm
pair +u,p: angle A 60.000, B 60.000 deg; separation A 0.2452, B 0.2452 nm
pair +u,q: angle A 60.000, B 120.000 deg; separation A 0.2551, B 0.4417 nm
pair -u,p: angle A 120.000, B 120.000 deg; separation A 0.4244, B 0.4244 nm
pair -u,q: angle A 120.000, B 60.000 deg; separation A 0.4417, B 0.2551 nm
pair p,q: angle A 97.181, B 97.181 deg; separation A 0.3752, B 0.3752 nm
random family members tested: 200
lattice, 3 neighbours: 83 environments, 83 fingerprints
lattice, 4 neighbours: 398 environments, 356 fingerprints
best superposition of A and B: rms distance 0.1093 nm
relative power-spectrum difference A-B: 3.2e-16
same for control (azimuth left at phi): 0.150
M_A = 0.013869 nm^4, M_B = 0.006069 nm^4
M_A - M_B = 0.007800 nm^4
ligand charge Q = -0.5 e
Ga+ energy gap E_A - E_B, HF/def2-TZVP: 27.809 meV
least possible larger model error: 13.904 meV
|Q| = 0.05 e: odd part -0.029585 meV, even part -0.000159 meV
|Q| = 0.1 e: odd part -0.236629 meV, even part -0.002546 meV
power of Q: odd part 3.000, even part 4.001
third-order coefficient k = 147.91 atomic units
long-range test: distances x 8, |Q| = 5 e
odd part of gap: direct -0.027355 meV, law -0.027492 meV
MP2 change of the gap: -5.593 meV
gap in HF/def2-QZVP: 23.952 meV
ligand polarizability assumed: 0.003 nm^3
ligand-polarization part of E_A - E_B: -24.1 meV
free Ga+ electrons beyond 0.24 nm: 0.0500 of 30
thermal energy at 300 K: 25.85 meV
```
